# Complex wave number in the gap of an alternating chain

## The question

An electron moves on an infinite chain of sites with one orbital each. The site energies alternate between \(+D\) (sites A) and \(-D\) (sites B), with \(D>0\). The Hamiltonian has the same real, nonzero matrix element \(t\) between every pair of neighbouring sites and none between more distant sites. The orbitals are orthonormal, and interactions between electrons are left out.

One cell holds one A site and the B site to its right. Its length is \(a\), so neighbouring sites are \(a/2\) apart. The amplitudes in cell \(n\) are \(A_n\) and \(B_n\), and \(E\) is the energy.

The parts below ask for the allowed bands, the solutions at energies between them, and what these solutions mean for transport.

## Part (a): the bands

**Question.** Write down the equations for the amplitudes. Find the relation between \(E\) and the Bloch wave number \(k\), and show that there is an energy gap.

**Answer.** An A site in cell \(n\) has the neighbours \(B_n\) on its right and \(B_{n-1}\) on its left. A B site in cell \(n\) has the neighbours \(A_n\) on its left and \(A_{n+1}\) on its right. The stationary Schrödinger equation, taken site by site, is therefore

\[
(E-D)A_n=t\,(B_n+B_{n-1}),\qquad (E+D)B_n=t\,(A_n+A_{n+1}).
\]

All cells are alike, so we look for solutions that are multiplied by a fixed number \(\lambda\) from one cell to the next:

\[
A_n=A\lambda^n,\qquad B_n=B\lambda^n,\qquad \lambda=e^{ika}.
\]

Inserting this and dividing by \(\lambda^n\) gives

\[
(E-D)A=t\left(1+\frac1\lambda\right)B,\qquad (E+D)B=t\,(1+\lambda)A .
\]

These are two homogeneous linear equations for \(A\) and \(B\). They have a nonzero solution if their determinant vanishes:

\[
(E-D)(E+D)-t^2\left(1+\frac1\lambda\right)(1+\lambda)=0 .
\]

The product of the brackets is \(1+\lambda+1/\lambda+1\), so

\[
E^2-D^2=t^2\left(2+\lambda+\frac1\lambda\right). \tag{1}
\]

Nothing so far requires \(k\) to be real. If it is real, then \(\lambda+1/\lambda=2\cos ka\), and with \(1+\cos ka=2\cos^2(ka/2)\) we find

\[
E=\pm\sqrt{D^2+4t^2\cos^2\frac{ka}{2}} .
\]

The square root is smallest at \(ka=\pi\), where it equals \(D\). The upper band thus begins at \(+D\) and the lower band ends at \(-D\). No real \(k\) belongs to an energy with \(|E|<D\), and the gap has width \(2D\). At its edges the electron sits on one kind of site. For \(\lambda=-1\) the right-hand sides of both amplitude equations vanish, so \(E=D\) requires \(B=0\), and \(E=-D\) requires \(A=0\).

## Part (b): the wave number in the gap

**Question.** Find all solutions of the amplitude equations for \(|E|<D\), and express their wave number through a positive decay constant \(\kappa\). Show that at midgap

\[
\cosh\kappa a=1+\frac{D^2}{2t^2}.
\]

Is the wave number purely imaginary?

**Answer.** Define \(w=(D^2-E^2)/t^2\), which is positive in the gap. Equation (1) becomes

\[
\lambda+\frac1\lambda=-2-w,
\qquad\text{or}\qquad
\lambda^2+(2+w)\lambda+1=0 .
\]

The discriminant \((2+w)^2-4=w(4+w)\) is positive, so the two roots are real and different. Their product is 1, so they have the same sign. Their sum is \(-(2+w)\), so that sign is negative. One root has magnitude below 1 and the other has the inverse magnitude. We can therefore write them as

\[
\lambda=-e^{-\kappa a}\quad\text{and}\quad \frac1\lambda=-e^{+\kappa a},\qquad \kappa>0 .
\]

From here on \(\lambda\) denotes the first root, which belongs to decay towards the right. Since \(-1=e^{i\pi}\), comparison with \(e^{ika}\) gives

\[
k=\frac{\pi}{a}\pm i\kappa ,
\]

up to multiples of \(2\pi/a\), which do not change \(e^{ika}\). The upper sign belongs to decay towards the right. The sum of the roots is \(-2\cosh\kappa a\), and setting it equal to \(-2-w\) yields

\[
\cosh\kappa a=1+\frac{D^2-E^2}{2t^2}. \tag{2}
\]

At midgap \(E=0\), and the requested formula follows.

The wave number is complex, not purely imaginary. Its imaginary part \(\kappa\) sets the decay. Its real part \(\pi/a\) makes the amplitude change sign from each cell to the next. This is the real wave number at which the two bands come closest, so the complex solution joins the real bands at the gap edges.

These are all the solutions. The amplitude equations fix each amplitude from the two before it, so two neighbouring amplitudes determine the whole chain. The general solution thus has two free constants, and the two different roots supply two independent solutions.

In equation (2), \(a\) is the length of the two-site cell. In terms of the site spacing \(b=a/2\), the left side would read \(\cosh 2\kappa b\).

## Part (c): the decay constant across the gap

**Question.** Where in the gap is \(\kappa\) largest? Find its form for a narrow gap, \(D\ll|t|\), and for weak hopping, \(D\gg|t|\), the latter at midgap. What changes if the hopping elements also alternate?

**Answer.** The right side of (2) is largest when \(E^2\) is smallest. Because \(\cosh\) increases for positive argument, \(\kappa\) has its maximum at \(E=0\). It depends on \(E^2\) alone, so it is the same at \(+E\) and \(-E\), and it falls to zero at \(E=\pm D\).

The identity \(\cosh x-1=2\sinh^2(x/2)\) turns (2) into \(2\sinh^2(\kappa a/2)=(D^2-E^2)/(2t^2)\). Dividing by 2 and taking the positive root gives

\[
\sinh\frac{\kappa a}{2}=\frac{\sqrt{D^2-E^2}}{2|t|}. \tag{3}
\]

For \(D\ll|t|\) the right side is small throughout the gap, and \(\sinh x\approx x\). To leading order

\[
\kappa\approx\frac{\sqrt{D^2-E^2}}{|t|a}. \tag{4}
\]

Plotted against energy, this is half an ellipse. Near the edge \(E=D\) we have \(D^2-E^2=(D-E)(D+E)\approx2D(D-E)\), so \(\kappa\) vanishes as the square root of the distance to the edge.

For \(D\gg|t|\) at midgap, the right side of (3) is large and \(\sinh x\approx e^x/2\). Then \(e^{\kappa a/2}\approx D/|t|\), or

\[
\kappa a\approx2\ln\frac{D}{|t|}.
\]

Each step to a neighbouring site reduces the amplitude by about \(|t|/D\), and a cell contains two such steps.

Now let the hopping be \(t_1\) inside a cell and \(t_2\) between cells, both real and nonzero. The product in the determinant becomes \((t_1+t_2/\lambda)(t_1+t_2\lambda)\), and (1) is replaced by

\[
E^2-D^2=t_1^2+t_2^2+t_1t_2\left(\lambda+\frac1\lambda\right).
\]

At \(E=0\) this gives \(\lambda+1/\lambda=-(D^2+t_1^2+t_2^2)/(t_1t_2)\). The magnitude of the left side is \(2\cosh\kappa a\), so

\[
\cosh\kappa a=\frac{D^2+t_1^2+t_2^2}{2|t_1t_2|}.
\]

For \(t_1=t_2=t\) the earlier result returns. For \(|t_1|\neq|t_2|\) the decay is faster than the formula of part (b) with \(t^2=|t_1t_2|\) would give, because \(t_1^2+t_2^2>2|t_1t_2|\). The formula of part (b) therefore needs equal hopping magnitudes as well as alternating site energies.

## Part (d): the shape of the decaying solution

**Question.** Find the ratio \(B/A\) for the solution that decays to the right. Describe the amplitudes at midgap site by site. How can such a solution occur, given that it grows without limit to the left?

**Answer.** The second amplitude equation, with \(\lambda=-e^{-\kappa a}\), gives

\[
\frac BA=\frac{t(1-e^{-\kappa a})}{E+D}
=\frac{2t\,e^{-\kappa a/2}\sinh(\kappa a/2)}{E+D}.
\]

The second form follows by taking \(e^{-\kappa a/2}\) out of the bracket, which leaves \(e^{\kappa a/2}-e^{-\kappa a/2}\). Inserting (3), and writing \(s=t/|t|\) for the sign of \(t\),

\[
\frac BA=s\,e^{-\kappa a/2}\,\frac{\sqrt{D^2-E^2}}{D+E}
=s\,e^{-\kappa a/2}\sqrt{\frac{D-E}{D+E}} .
\]

The factor \(e^{-\kappa a/2}\) is the decay over the half cell from A to B. The last square root measures the preference for one kind of site once this decay is removed. Since \(|A_nA_{n+1}|=e^{-\kappa a}|A_n|^2\), the square root equals \(|B_n|/\sqrt{|A_nA_{n+1}|}\), the ratio of a B amplitude to the geometric mean of its two A neighbours. It is below 1 in the upper half of the gap, where the solution in this sense leans towards the A sites, and above 1 in the lower half, where it leans towards the B sites. The ratio \(|B/A|\) within one cell includes the decay factor and is still below 1 just below midgap.

At midgap the square root equals 1, and \(B/A=s\,e^{-\kappa a/2}\). The next A amplitude is \(\lambda A=-e^{-\kappa a}A\), so its ratio to \(B\) is \(-s\,e^{-\kappa a/2}\). The magnitude falls by the same factor at every site, although the site energies alternate. For \(t>0\) the signs run \(+,+,-,-\) and then repeat.

On the infinite perfect chain this solution is not an allowed state, since it grows without limit to the left. It becomes relevant when the perfect region has an end or contains a source. Suppose the chain starts at site \(A_0\), extends to the right without end, and is driven at \(A_0\) at an energy in the gap. The amplitude equations without a source hold at every site after the first, so the response is a combination of the two solutions of part (b). The growing one must be absent for the response to stay finite. What remains is the decaying solution, starting at the driven site.

## Part (e): matching to leads

**Question.** A section of \(N\) cells, from \(A_0\) to \(B_{N-1}\), is joined to two uniform chains with site energy 0. All hopping elements equal \(t\). An electron arrives from the left at an energy with \(|E|<D\) and \(|E|<2|t|\). Show that for large \(N\) the transmission probability falls as \(e^{-2\kappa Na}\).

**Answer.** In a lead the amplitudes obey \(Ec_m=t(c_{m-1}+c_{m+1})\). The solutions \(z^m\) satisfy \(E=t(z+1/z)\). For \(|E|<2|t|\) the two roots are complex conjugates of magnitude 1 and are not real. Let \(z\) be the root whose wave travels to the right. Inside the section both solutions are needed:

\[
A_n=\alpha\lambda^n+\beta\lambda^{-n},\qquad
B_n=\alpha\rho\lambda^n+\beta\sigma\lambda^{-n},
\]

\[
\rho=\frac{t(1+\lambda)}{E+D},\qquad \sigma=\frac{t(1+1/\lambda)}{E+D}.
\]

Here \(\rho\) and \(\sigma\) are the ratios \(B/A\) of the decaying and the growing solution. Both are real.

*Right end.* Call the amplitude on the first site of the right lead \(A_N\). The equation at \(B_{N-1}\) then has its usual form, so the expression above also holds for \(n=N\). The outgoing wave has amplitude \(zA_N\) on the next site, and the equation at the first lead site is \(EA_N=t(B_{N-1}+zA_N)\). With \(E=t(z+1/z)\) this reduces to \(A_N=zB_{N-1}\), or

\[
\alpha\lambda^N+\beta\lambda^{-N}=z\left(\alpha\rho\lambda^{N-1}+\beta\sigma\lambda^{1-N}\right).
\]

Collecting the terms in \(\beta\) on one side gives

\[
\beta=g\,\lambda^{2N}\alpha,\qquad g=-\frac{1-z\rho/\lambda}{1-z\sigma\lambda}.
\]

The denominator cannot vanish, because \(z\) is not real while \(\sigma\lambda\) is real and nonzero. The number \(g\) does not depend on \(N\). The transmitted amplitude is

\[
A_N=\alpha\lambda^N(1+g),\qquad
1+g=\frac{z(\rho/\lambda-\sigma\lambda)}{1-z\sigma\lambda}.
\]

Since \(\rho/\lambda-\sigma\lambda=t(1/\lambda-\lambda)/(E+D)\) is nonzero, so is \(1+g\).

*Left end.* In the left lead, \(c_m=z^m+rz^{-m}\) for \(m\le-1\), with incident amplitude 1 and reflected amplitude \(r\). The same reasoning extends each form by one site across the contact: \(A_0=1+r\) and \(B_{-1}=z^{-1}+rz\). Subtracting \(z\) times the first from the second removes \(r\):

\[
B_{-1}-zA_0=z^{-1}-z .
\]

With the expressions for the section this reads

\[
\alpha\left[\frac{\rho}{\lambda}-z+g\lambda^{2N}(\sigma\lambda-z)\right]=z^{-1}-z .
\]

For large \(N\) the term with \(\lambda^{2N}\) disappears, and \(\alpha\) tends to \((z^{-1}-z)/(\rho/\lambda-z)\), which is finite, nonzero and independent of \(N\).

The leads are identical and the incident amplitude is 1, so the transmission probability is

\[
T=|A_N|^2=|\alpha|^2\,|1+g|^2\,e^{-2\kappa Na}.
\]

The prefactor becomes constant for large \(N\), which proves the statement. It depends on the contacts and on \(E\), so \(e^{-2\kappa Na}\) alone gives the dependence on length and not the value of \(T\). For a short section \(|\alpha|^2\) still varies with \(N\), and the decay is not a pure exponential.

The growing solution has a small coefficient here, but it cannot be dropped. With \(\beta=0\), the condition \(A_N=zB_{N-1}\) would require \(\lambda=z\rho\), which is impossible for real \(\lambda\) and \(\rho\) and a \(z\) that is not real.

## Part (f): numbers

**Question.** Take the model values \(t=1\) eV, \(D=0.5\) eV and \(a=0.5\) nm. Find \(\kappa\) and the decay length \(1/\kappa\) at midgap, and compare with the narrow-gap formula. By what factor does \(|A_n|^2\) of the decaying solution fall over ten cells? How does \(\kappa\) change towards the band edge?

**Answer.** At midgap

\[
\cosh\kappa a=1+\frac{(0.5)^2}{2\times1^2}=1.125 .
\]

Inverting with \(\operatorname{arcosh}x=\ln(x+\sqrt{x^2-1})\) gives \(\kappa a=0.4949\), and division by \(a=0.5\) nm gives

\[
\kappa=0.990\ \text{nm}^{-1}=9.90\times10^{8}\ \text{m}^{-1},
\qquad \frac1\kappa=1.01\ \text{nm}.
\]

The amplitude thus falls by a factor \(e\) over about two cells. The narrow-gap formula (4) gives \(D/(|t|a)=1.000\ \text{nm}^{-1}\), about 1% above the full value. It works well here because the argument of the hyperbolic sine, \(\kappa a/2\approx0.25\), is small.

The amplitude is multiplied by \(e^{-\kappa a/2}=0.781\) at each site and by \(\lambda=-0.610\) in each cell. A long chain driven at its first site, solved numerically as a set of linear equations, has the relative amplitudes

\[
1,\quad 0.781,\quad -0.610,\quad -0.476,\quad 0.372,\quad 0.290
\]

on its first six sites. They show the equal decay per site and the sign pattern of part (d).

The squared amplitude falls by \(e^{-2\kappa a}=0.372\) per cell. Over ten cells, a length of 5 nm, the factor is \(e^{-20\kappa a}=5.0\times10^{-5}\). By part (e), this is also the factor by which ten further cells reduce the transmission of an already long section.

Away from midgap, equation (2) gives:

| \(E\) (eV) | \(\cosh\kappa a\) | \(\kappa\) (nm⁻¹) |
|---|---|---|
| 0 | 1.125 | 0.990 |
| 0.250 | 1.094 | 0.859 |
| 0.375 | 1.055 | 0.658 |
| 0.450 | 1.024 | 0.435 |
| 0.500 | 1.000 | 0 |

Halfway from midgap to the edge, \(\kappa\) has lost only about 13% of its midgap value. At nine tenths of the way it still has 44% of that value, and the rest is lost in the last tenth. This is the square-root behaviour of part (c): formula (4) predicts the ratio \(\sqrt{1-0.9^2}=0.44\).

The numerical check compares equation (2) with transfer-matrix eigenvalues and with the decay along driven chains, including cases with negative \(t\) and with \(D>|t|\).

## Values computed for the example and the checks

```
hopping t = 1.00 eV
site energy D = 0.50 eV
cell length a = 0.50 nm
gap width 2D = 1.00 eV
midgap cosh(kappa a) = 1.1250 (no unit)
midgap sinh(kappa a/2) = 0.2500 (no unit)
midgap kappa a = 0.4949 (no unit)
midgap kappa = 0.9899 1/nm = 9.899e+08 1/m
midgap decay length 1/kappa = 1.0102 nm
narrow-gap estimate D/(t a) = 1.0000 1/nm
estimate / full kappa = 1.0102 (no unit)
amplitude factor per site = 0.7808 (no unit)
Bloch factor per cell = -0.6096 (no unit)
probability factor per cell = 0.3716 (no unit)
probability factor, 10 cells = 5.024e-05 (no unit)
driven chain at midgap, amplitude relative to first site (no unit):
  cell 0, site A: +1.0000
  cell 0, site B: +0.7808
  cell 1, site A: -0.6096
  cell 1, site B: -0.4760
  cell 2, site A: +0.3716
  cell 2, site B: +0.2902
E (eV) | cosh(kappa a) | kappa a | kappa a, driven | kappa (1/nm)
0.000 | 1.12500 | 0.4949 | 0.4949 | 0.9899
0.125 | 1.11719 | 0.4795 | 0.4795 | 0.9590
0.250 | 1.09375 | 0.4297 | 0.4297 | 0.8594
0.375 | 1.05469 | 0.3292 | 0.3292 | 0.6585
0.450 | 1.02375 | 0.2175 | 0.2175 | 0.4350
band edge E = 0.500 eV: kappa = 0.0000 1/nm
```
